\section*{Picture-Change Error of the Electric Field at a Heavy Nucleus}

\section{A force that must come out right}

In a molecular precursor of a heavy metal, the ligands may sit mainly on one side of the metal atom and polarize its electron cloud. The displaced cloud pulls on the nucleus, and this pull enters the forces that decide the geometry. A relativistic calculation on such a molecule can use a two-component Hamiltonian, derived from the Dirac Hamiltonian by a unitary transformation. Suppose that its orbitals are accurate. May the electric field at the nucleus be computed from them with the usual operator $z/r^3$?

The simplest case with a known answer is an ion with one electron and a clamped nucleus of charge $Z$, in a weak uniform field $\mathcal E$ along $z$. I use atomic units, so that $c=1/\alpha$. The electron has charge $-1$ and energy $+\mathcal Ez$ in the field. Placed at $\mathbf r$, it produces at the origin a field that points towards it, with $z$ component
\begin{equation}
F=\frac{z}{r^3}.
\end{equation}
With energies counted from the rest energy, the Dirac Hamiltonian is
\begin{equation}
H=\begin{pmatrix}V_{\rm t}&c\,\sigma\cdot p\\ c\,\sigma\cdot p&V_{\rm t}-2c^2\end{pmatrix},
\qquad V_{\rm t}=-\frac Zr+\mathcal Ez .
\end{equation}
The momentum $p_z$ commutes with everything except $V_{\rm t}$. Since $\partial_z(-Z/r)=Zz/r^3$,
\begin{equation}
[p_z,H]=-i\,\partial_zV_{\rm t}=-i\,(ZF+\mathcal E).
\end{equation}
In an eigenstate $\psi$ the expectation value of a commutator with $H$ vanishes, hence
\begin{equation}
\langle\psi|F|\psi\rangle=-\frac{\mathcal E}{Z}. \label{force}
\end{equation}
The state meant here is the $1s$ state to first order in $\mathcal E$; escape of the electron by tunnelling does not appear at that order. The force on the nucleus is $Z(\mathcal E+\langle F\rangle)=(Z-1)\mathcal E$, which is the force on an ion of charge $Z-1$. For a nucleus of finite size, $F$ is replaced by its average over the nuclear charge, $V_{\rm n}'(r)\cos\theta/Z$, where $V_{\rm n}$ is the nuclear potential energy. The same commutator then gives the same result.

\section{The nonrelativistic limit}

For $c\to\infty$ the answer can be checked with explicit functions. The ground state is $\varphi_0=\sqrt{Z^3/\pi}\,e^{-Zr}$. Write the first-order change as $\varphi_1=g\varphi_0$. It must satisfy $(h_0-E_0)\varphi_1=-\mathcal Ez\varphi_0$, because the first-order energy is zero by parity. As $\nabla\varphi_0=-Z(\mathbf r/r)\varphi_0$, this becomes
\begin{equation}
-\tfrac12\nabla^2g+Z\,\partial_rg=-\mathcal Ez .
\end{equation}
Try $g=-(\mathcal E/Z^2)(z+Zrz/2)$. The derivatives needed are $\nabla^2z=0$, $\nabla^2(rz)=4z/r$, $\partial_rz=z/r$ and $\partial_r(rz)=2z$. The left side is then
\begin{equation}
-\frac{\mathcal E}{Z^2}\left[-\frac{Zz}{r}+\frac{Zz}{r}+Z^2z\right]=-\mathcal Ez ,
\end{equation}
as required. The field follows from the cross term, with $z^2\to r^2/3$ in the angular average and $\langle1/r\rangle=Z$:
\begin{equation}
\langle F\rangle=2\int\varphi_0^2\,g\,\frac{z}{r^3}\,d^3r
=-\frac{2\mathcal E}{3Z^2}\left(\Big\langle\frac1r\Big\rangle+\frac Z2\right)=-\frac{\mathcal E}{Z}.
\end{equation}
The Schr\"odinger state with the bare operator obeys the force condition. So does the Dirac state with the bare operator, by \eqref{force}. What remains is the two-component state that lies between them.

\section{What the two-component function is}

Let a positive-energy eigenvector have upper part $A$ and lower part $B$. Within the positive-energy space the lower part is a fixed linear function of the upper part, $B=RA$. Define $N=(1+R^\dagger R)^{-1/2}$, $N'=(1+RR^\dagger)^{-1/2}$ and
\begin{equation}
U=\begin{pmatrix}N&NR^\dagger\\-N'R&N'\end{pmatrix}.
\end{equation}
The first row has norm $N(1+R^\dagger R)N=1$, the second likewise, and their product is $-NR^\dagger N'+NR^\dagger N'=0$, so $U$ is unitary. Acting on the eigenvector it gives
\begin{equation}
U\begin{pmatrix}A\\RA\end{pmatrix}=\begin{pmatrix}\varphi\\0\end{pmatrix},\qquad
\varphi=N(1+R^\dagger R)A=(1+R^\dagger R)^{1/2}A .
\end{equation}
The two-component Hamiltonian $h_+=(UHU^\dagger)_{++}$, the upper left block, has the same positive energies as $H$. But $\varphi$ is not the upper component of $\psi$. It has absorbed the norm of the lower component, and it has done so through an operator that depends on momentum.

Inserting $U^\dagger U=1$ on both sides of $F$ gives
\begin{equation}
\langle\psi|F|\psi\rangle=\langle\varphi|(UFU^\dagger)_{++}|\varphi\rangle,\qquad
(UFU^\dagger)_{++}=N(F+R^\dagger FR)N. \label{true}
\end{equation}
The bare operator with the same $\varphi$ gives another number. The difference is the picture-change error,
\begin{equation}
\Delta=\langle\varphi|F|\varphi\rangle-\langle\psi|F|\psi\rangle .
\end{equation}

Its value depends on a choice. If $W$ is any unitary operator within the positive block, $Wh_+W^\dagger$ is an equally good Hamiltonian with states $W\varphi$. The true value \eqref{true} does not change, while the bare value becomes $\langle\varphi|W^\dagger FW|\varphi\rangle$. All values of $\Delta$ below belong to the $U$ written above.

\section{Why correct energies do not help}

The field can also be defined as an energy derivative: add $\lambda F$ to $H$ and take $dE/d\lambda$ at $\lambda=0$. The decoupling now depends on $\lambda$. With $K=(dU/d\lambda)U^\dagger$ and $dU^\dagger/d\lambda=-U^\dagger K$,
\begin{equation}
\frac{dh_+}{d\lambda}=(UFU^\dagger)_{++}+[K,UHU^\dagger]_{++}.
\end{equation}
The vector $(\varphi,0)$ is an eigenvector of $UHU^\dagger$, so the commutator has expectation value $E\langle K\rangle-\langle K\rangle E=0$. The first term alone gives the derivative, and it contains the transformed operator.

If instead $\lambda F$ is added after decoupling, the Hamiltonian is $h_+(0)+\lambda F$, and its energy derivative is the bare value. The two Hamiltonians agree at $\lambda=0$, in energies and in states, and differ in how they respond to the field source. This is the origin of the error: a transformation that mixes upper and lower components was applied to $H$ and not to the perturbation.

\section{The leading error}

The lower row of the Dirac equation reads $c\,\sigma\cdot p\,A=(E+2c^2-V_{\rm t})B$. Where $|E-V_{\rm t}|\ll2c^2$ this gives $R\simeq D/2c$ with $D=\sigma\cdot p$, and $N\simeq1-D^2/8c^2$. Then \eqref{true} becomes
\begin{align}
(UFU^\dagger)_{++}&\simeq F+\frac{1}{4c^2}DFD-\frac1{8c^2}(D^2F+FD^2)\nonumber\\
&=F-\frac1{8c^2}[D,[D,F]] .
\end{align}
The inner commutator is $[D,F]=-i\,\sigma\cdot G$ with $G=\nabla F$. For the outer one, $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ gives
\begin{align}
D\,(\sigma\cdot G)&=p\cdot G+i\sigma\cdot(p\times G),\\
(\sigma\cdot G)\,D&=G\cdot p+i\sigma\cdot(G\times p).
\end{align}
Here $p\cdot G-G\cdot p=-i\nabla^2F$, and $p\times G=-G\times p$ because a gradient has no curl. Therefore
\begin{equation}
[D,[D,F]]=-\nabla^2F-2\sigma\cdot(\nabla F\times p),
\end{equation}
and the error is
\begin{equation}
\Delta\simeq-\frac{1}{8c^2}\big\langle\nabla^2F+2\sigma\cdot(\nabla F\times p)\big\rangle . \label{lead}
\end{equation}

Near the nucleus this correction is singular. Since $F=-\partial_z(1/r)$ and $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$,
\begin{equation}
\nabla^2F=4\pi\,\partial_z\delta(\mathbf r),\qquad
\langle\nabla^2F\rangle=-4\pi\,\partial_z\rho(0).
\end{equation}
It measures the slope of the electron density $\rho$ at the nucleus. For the polarized ion the odd part of the density is $2g\varphi_0^2$, so
\begin{equation}
\partial_z\rho(0)=-\frac{2\mathcal E}{Z^2}\,\frac{Z^3}{\pi}=-\frac{2\mathcal EZ}{\pi},\qquad
\langle\nabla^2F\rangle=8\mathcal EZ .
\end{equation}
For a spin-up electron only the $z$ component of the spin-orbit term can contribute. Here $\nabla F=\hat z/r^3-3z\mathbf r/r^5$, plus a contact term $(4\pi/3)\,\hat z\,\delta(\mathbf r)$. The parts along $\hat z$ drop out because $\hat z\times p$ has no $z$ component, so that component is $-3zL_z/r^5$, and $L_z$ annihilates both $\varphi_0$ and $\varphi_1$. What is left is
\begin{equation}
\Delta\simeq-\frac{\mathcal EZ}{c^2},\qquad
\frac{\Delta}{-\mathcal E/Z}\simeq(Z\alpha)^2 . \label{za}
\end{equation}
The bare operator overestimates the field of the electron at the nucleus by the fraction $(Z\alpha)^2$.

A smooth operator behaves differently. For the dipole operator $z$ the Laplacian vanishes, and $\hat z\times p$ has no $z$ component, so \eqref{lead} gives zero for this state. The steepness of $F$ makes the difference.

\section{From light ions to heavy ones}

The expansion assumed $|E-V_{\rm t}|\ll2c^2$, which fails close to the nucleus. To go further I diagonalized the Dirac matrix in a basis of Gaussian radial functions for $s_{1/2}$, $p_{1/2}$ and $p_{3/2}$, with lower functions generated by $\sigma\cdot p$. The decoupling was carried out on the full matrix, with the field included. The nucleus is a Gaussian charge of rms radius $0.95\,(2.5Z)^{1/3}$ fm, and the field is $3\times10^{-4}Z^3$ atomic units, weak on the scale of the ion; results are divided by it.

For light ions the relative error divided by $(Z\alpha)^2$ is 0.969, 0.944 and 0.908 at $Z=4$, 8 and 16. A quadratic in $Z\alpha$ through these points reaches 0.998 at $Z\alpha=0$, in agreement with \eqref{za}. At $Z=4$ and 8 the deviations from one, 0.031 and 0.056, grow nearly in proportion to $Z\alpha$, not to its square. A linear term is to be expected. For momenta above $c$, $R$ no longer grows like $D/2c$, which spreads the contact term over a distance of order $1/c$. Near the nucleus the odd density divided by $z$ falls as $1-3Zr/2$, so over that distance it changes by a fraction of order $Z\alpha$. The potential in $R$ and the relativistic change of the orbitals near the nucleus contribute at the same order. I have not derived the coefficient.

For heavy ions the results are:
\begin{center}
\begin{tabular}{lcccc}
Ion & $\langle F\rangle/\mathcal E$, Dirac & bare & error & $(Z\alpha)^2$\\
Y$^{38+}$ & $-0.025641$ & $-0.027446$ & 7.0\% & 8.1\%\\
La$^{56+}$ & $-0.017544$ & $-0.020263$ & 15.5\% & 17.3\%\\
Lu$^{70+}$ & $-0.014085$ & $-0.017707$ & 25.7\% & 26.8\%\\
Bi$^{82+}$ & $-0.012048$ & $-0.016697$ & 38.6\% & 36.7\%
\end{tabular}
\end{center}
The Dirac column reproduces $-1/Z$ to the digits shown. The error starts below $(Z\alpha)^2$ and ends above it. The two therefore cross between lutetium and bismuth. The close agreement at lutetium comes from the nearness of that crossing and is no sign that the series has converged there.

For lutetium the force on the nucleus with the bare operator is $71(1-0.01771)\,\mathcal E=69.74\,\mathcal E$, where an ion of charge 70 must feel $70\,\mathcal E$. The dipole moment of the same state, computed with bare $z$, is wrong by 0.06\%. A good dipole moment therefore says little about the field at the nucleus.

\section{A valence orbital of a lutetium precursor}

The electron considered next is a valence electron in a molecule, from which most of the nuclear charge is screened. A model potential is
\begin{equation}
V(r)=-\frac1r\left[q+\frac{Z-q}{(1+r/s)^2}\right],\qquad Z=71,\quad q=3,
\end{equation}
with $s=0.40$ bohr (0.021 nm). Its nuclear part is again that of the finite nucleus. The electron sees charge 71 at the centre and 3 far outside. One-sided ligands are represented by a hybrid of 90\% $6s$ and 10\% $6p_z$,
\begin{equation}
\psi=\sqrt{0.9}\,|6s_{1/2}\rangle+\sqrt{0.1}\left(\sqrt{\tfrac13}\,|6p_{1/2}\rangle+\sqrt{\tfrac23}\,|6p_{3/2}\rangle\right),
\end{equation}
with phases chosen so that each $p$ part displaces the charge towards $+z$. By parity only cross terms contribute to $\langle F\rangle$, with the factor $2\sqrt{0.9\times0.1}=0.6$.

The force argument needs one change. For two different eigenstates the commutator $[\partial_z,H]=\partial_zV$ gives
\begin{equation}
\langle s|\partial_zV|p\rangle=(E_p-E_s)\,\langle s|\partial_z|p\rangle . \label{offdiag}
\end{equation}
Split $V$ into the nuclear attraction, whose gradient is $ZF$, and the repulsion by the core. The left side of \eqref{offdiag} is then the pull on the nucleus plus the push on the core. The right side contains no nuclear charge, just a difference of valence energies times a matrix element between valence orbitals. If the core is held rigid, pull and push should therefore nearly cancel, and the numbers below show that they do.

The Dirac orbitals give $\langle F\rangle=0.1013$ atomic units, or 521 MV/cm. As 1 MV/cm is 0.1 V/nm, the pull on the nucleus is $71\times52.1=3700$ eV/nm. The push on the core is $-3644$ eV/nm, and the net force is 56 eV/nm. Evaluating the right side of \eqref{offdiag} separately gives the same 56 eV/nm.

The two-component orbitals with the bare operator give 0.0195 atomic units, or 100 MV/cm: the field is too small by 81\%. The net force becomes $-2930$ eV/nm, with the wrong sign and about fifty times the true size.

The error is much larger than the 26\% of the bare ion mainly because the true field is itself a remainder. The region $r<1/Z$ contributes about $-0.15$ and everything outside about $+0.25$ atomic units. The picture-change error, $-0.082$, arises almost wholly near the nucleus (99.6\% of it from $r<0.05$ bohr), where little cancels it. It has the sign of the inner part, which the bare operator exaggerates.

This reading makes a prediction. At $r=0.05$ bohr the potential is about $-1100$ atomic units, while the $6s$ energy is $-1.5$. The orbital energy hardly matters there, so $5s$ and $6s$ should have the same shape near the nucleus and differ in amplitude, and likewise $5p$ and $6p$. The error should then be a fixed multiple of the inner part of the field. For the $p_{1/2}$ channel, which carries 82\% of the error, the ratio of the error to the Dirac field from $r<1/Z$ is about 1.3 for both $6s$--$6p$ and $5s$--$5p$, and the two ratios differ by less than 0.1\%. The error relative to the total field is not fixed: it is $-81\%$ for the first pair and $-112\%$ for the second, where the bare field even has the wrong sign.

\section{How far the model can be trusted}

The model binds the $6s$ electron by 40 eV. The outermost electron of a real Lu$^{2+}$ ion is bound by roughly 20 eV, and valence electrons in a neutral precursor are bound more weakly still. The model orbital is therefore too compact, and its absolute fields are probably too large. They are also sensitive to the screening: with $s$ longer by 10\% and all else fixed, the field rises to 0.121 and the error to $-0.112$ atomic units, an error 37\% larger in size and 92\% of the field. A nuclear radius larger by 10\% changes the error by 0.3\%. With $s=0.29$ bohr, which lowers the binding of the $6s$ electron to 21 eV, the field falls to 0.054 and the bare operator gives 0.023 atomic units, a loss of 57\%. The fields in MV/cm should be read as orders of magnitude; in all three screening cases the bare operator loses more than half of the field. This is not a bound: the loss shrinks as the binding weakens, and for a still more weakly bound electron it can fall below half.

A real molecule also breaks the assumption of a rigid core. Core orbitals polarize, and each polarized core orbital brings its own picture-change error. The ligand charges add their field as well, and at an equilibrium geometry the total force on the nucleus is zero. The hybrid holds one full electron, whereas in common lutetium precursors the metal is trivalent and its $6s$ and $6p$ orbitals are filled only in part, through the bonds to the ligands. The 521 MV/cm is the contribution of one model orbital and not the field at a nucleus in a compound. The size of the core contribution is not estimated here.

The cure follows from the energy derivative. Either $F$ is transformed with the same $U$ as the Hamiltonian, or the source of the field is placed in the Dirac Hamiltonian before decoupling and the energy is differentiated. For the lutetium ion the second route, with $h_+$ rebuilt at small positive and negative $\lambda$, gives $\langle F\rangle/\mathcal E=-0.014084$, against $-1/71=-0.014085$. The bare operator is adequate where $(Z\alpha)^2$ is negligible and the true field is not a remainder of parts that largely cancel. A valence electron near a heavy nucleus fails both conditions in this model.
